# Choosing the frequency, grid and box for a hydrogen polarizability calculation

For ground-state hydrogen with a fixed nucleus, the nonrelativistic polarizability at frequency 0.35 hartree is 25.94 bohr³. The low-frequency formula \(9/2+(319/12)\omega^2\) gives 7.76 bohr³ there. At 0.40 hartree the calculated value is −16.82 bohr³, while the formula gives 8.75 bohr³. The formula has correct coefficients and the calculation is converged. The discrepancy comes from a pole at \(\omega=3/8\) hartree, which lies between the two frequencies.

Programs that compute dynamic polarizabilities let the user set the frequency \(\omega\). This guide derives what that setting does in a Sternheimer calculation, and how it constrains the grid spacing and the box. The model is one nonrelativistic electron, a fixed nucleus, a weak field and no damping. Atomic units are used throughout.

## What the frequency setting solves

Let the field along \(z\) be \(F\cos\omega t\). The electron has charge −1, so its interaction energy is \(+Fz\cos\omega t\) and its dipole is \(-\langle z\rangle\). The polarizability \(\alpha\) is defined by a dipole \(\alpha(\omega)F\cos\omega t\) to first order in \(F\).

Write the wave function as

\[
\psi(t)=e^{-iE_0t}\left[\psi_0-\tfrac F2\left(x_+e^{i\omega t}+x_-e^{-i\omega t}\right)\right],\qquad E_0=-\tfrac12 .
\]

This is the steady response after a slow switch-on, with no free oscillations added. In the Schrödinger equation, the terms of first order in \(F\) that vary as \(e^{i\omega t}\) give

\[
\tfrac F2\,\omega x_+=-\tfrac F2(H-E_0)x_++\tfrac F2z\psi_0 .
\]

For \(e^{-i\omega t}\) the left side is \(-\tfrac F2\omega x_-\). Hence

\[
(H-E_0\pm\omega)\,x_\pm=z\psi_0 .
\]

These are the Sternheimer equations. The first-order dipole is \(-2\,\mathrm{Re}\langle\psi_0|z|\delta\psi\rangle\), where \(\delta\psi\) is the part of the bracket proportional to \(F\). All spatial functions are real, so the two exponentials combine to

\[
F\cos\omega t\left[\langle z\psi_0|x_+\rangle+\langle z\psi_0|x_-\rangle\right],
\qquad
\alpha(\omega)=\sum_\pm\langle z\psi_0|x_\pm\rangle .
\]

Direct time propagation in a weak field tests these signs and factors: at 0.10 hartree it gives 4.7844 bohr³, against 4.7843 bohr³ from the Sternheimer equations.

## Reduction to one radius

Write \(\psi_0=(u_0/r)Y_{00}\) with \(u_0=2re^{-r}\). Since \(Y_{00}=1/\sqrt{4\pi}\) and \(Y_{10}=\sqrt{3/4\pi}\cos\theta\), we have \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\). The source therefore has \(l=1\), and so does the response:

\[
z\psi_0=\frac1{\sqrt3}\frac{b}{r}Y_{10},\qquad b=ru_0=2r^2e^{-r},\qquad
x_\pm=\frac1{\sqrt3}\frac{u_\pm}{r}Y_{10}.
\]

For \(l=1\) the kinetic operator acts on \(u\) as \(-\tfrac12u''+u/r^2\). With \(E_0=-1/2\) this gives

\[
(A\pm\omega)u_\pm=b,\qquad
A=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12,
\]

\[
\alpha(\omega)=\frac13\sum_\pm\int_0^\infty b\,u_\pm\,dr .
\]

The factor 1/3 is the product of the two factors \(1/\sqrt3\). The solutions vanish at the origin as \(r^2\) and must decay at large \(r\).

## Why there is a pole at 3/8

Expand \(b\) in normalized eigenfunctions \(v_n\) of \(A\), with eigenvalues \(\Delta_n\) and overlaps \(b_n=\int v_nb\,dr\). The sum over \(n\) includes an integral over the continuum. Then

\[
\alpha=\frac13\sum_nb_n^2\left[\frac1{\Delta_n+\omega}+\frac1{\Delta_n-\omega}\right]
=\sum_n\frac{f_n}{\Delta_n^2-\omega^2},\qquad f_n=\frac23\Delta_nb_n^2 .
\]

The \(\Delta_n\) are excitation energies from 1s to \(l=1\) states, and the \(f_n\) are oscillator strengths. The first pole is the smallest \(\Delta_n\). To find it, set \(W=2/r-1/2\). Integrating the cross term by parts gives

\[
\frac12\int(u'-Wu)^2dr
=\frac12\int\left(u'^2+W'u^2+W^2u^2\right)dr .
\]

The boundary term \(-Wu^2\) vanishes at both ends. Since \(W'+W^2=2/r^2-2/r+1/4\), the right side equals \(\int u\left(A-\tfrac38\right)u\,dr\). The left side cannot be negative, so no eigenvalue lies below 3/8. Equality requires \(u'=Wu\), whose solution \(r^2e^{-r/2}\) is the 2p function. Thus \(\Delta_1=3/8\) hartree.

The integral \(\int r^4e^{-r}dr=24\) normalizes this function to \(v_1=r^2e^{-r/2}/\sqrt{24}\), and

\[
b_1=\frac2{\sqrt{24}}\int_0^\infty r^4e^{-3r/2}dr
=2\sqrt{24}\left(\frac23\right)^5=1.2903,
\]

\[
f_1=\frac23\cdot\frac38\,b_1^2=\frac{8192}{19683}=0.4162 .
\]

The opening numbers can now be decomposed. At 0.35 hartree the 2p term is \(0.4162/(0.140625-0.1225)=22.96\) bohr³ out of 25.94. At 0.40 hartree it is \(0.4162/(0.140625-0.16)=-21.48\) bohr³, and all other states together add about 4.66. The negative sign means that the induced dipole opposes the field.

Only the minus equation is resonant on the positive frequency axis. Between 0.30 and 0.37 hartree its contribution rises from 9.24 to 113.94 bohr³, while that of the plus equation falls from 1.32 to 1.21 bohr³.

## When the low-frequency formula is enough

Below the first pole, the sum of the two inverses can be expanded:

\[
(A+\omega)^{-1}+(A-\omega)^{-1}=2A(A^2-\omega^2)^{-1}
=2\sum_{k\ge0}\omega^{2k}A^{-2k-1}.
\]

Define \(x_0=b\) and \(Ax_{k+1}=x_k\); these are radial functions. Because \(A\) is symmetric, its inverse powers can be shared between the two sides:

\[
\alpha=\sum_kc_k\omega^{2k},\qquad c_k=\frac23\int_0^\infty x_kx_{k+1}dr .
\]

This is the Cauchy expansion. To solve for \(x_k\), use

\[
(r^ne^{-r})''=\left[n(n-1)r^{n-2}-2nr^{n-1}+r^n\right]e^{-r}.
\]

In \(A(r^ne^{-r})\) the \(r^n\) terms cancel, which leaves

\[
A(r^ne^{-r})=\left[\left(1-\frac{n(n-1)}2\right)r^{n-2}+(n-1)r^{n-1}\right]e^{-r}.
\]

For \(n=2,3,4\) the brackets are \(r\), \(-2r+2r^2\) and \(-5r^2+3r^3\).

For \(x_1=(pr^2+qr^3)e^{-r}\), matching \(2r^2\) requires \(2q=2\) and \(p-2q=0\), so \(x_1=(2r^2+r^3)e^{-r}\).

For \(x_2=(pr^2+qr^3+sr^4)e^{-r}\), matching \(2r^2+r^3\) requires \(3s=1\), \(2q-5s=2\) and \(p-2q=0\). Hence \(s=1/3\), \(q=11/6\), \(p=11/3\).

Let \(J_n=\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}\), so that \(J_4=3/4\), \(J_5=15/8\), \(J_6=45/8\) and \(J_7=315/16\). Then

\[
c_0=\frac23(4J_4+2J_5)=\frac23\left(3+\frac{15}4\right)=\frac92,
\]

\[
\begin{aligned}
c_1&=\frac23\left[\frac{22}3J_4+\left(\frac{11}3+\frac{11}3\right)J_5
+\left(\frac23+\frac{11}6\right)J_6+\frac13J_7\right]\\
&=\frac23\cdot\frac{88+220+225+105}{16}=\frac{319}{12}.
\end{aligned}
\]

The static value is 4.5 bohr³, or 0.6668 Å³.

The error of stopping after \(c_1\omega^2\) follows from the identity

\[
\frac1{\Delta_n^2-\omega^2}=\frac1{\Delta_n^2}+\frac{\omega^2}{\Delta_n^4}
+\frac{\omega^4}{\Delta_n^6}\,\frac1{1-\omega^2/\Delta_n^2}.
\]

Multiply by \(f_n\) and sum, noting that \(\sum_nf_n/\Delta_n^6=c_2\). The last fraction is at least 1, and it is largest for \(\Delta_1\). For \(0\le\omega<\Delta_1\) the omitted part \(R\) therefore satisfies

\[
c_2\omega^4\le R\le\frac{c_2\omega^4}{1-\omega^2/\Delta_1^2}.
\]

For \(c_2\) the recursion needs \(x_3=(pr^2+qr^3+sr^4+wr^5)e^{-r}\). The \(n=5\) bracket is \(-9r^3+4r^4\), so matching \(x_2\) requires \(4w=1/3\), \(3s-9w=11/6\), \(2q-5s=11/3\) and \(p=2q\). This gives \(w=1/12\), \(s=31/36\), \(q=287/72\), \(p=287/36\). Inserting these in \(c_2=\frac23\int x_2x_3\,dr\), with the \(J_n\) up to \(J_9\), gives \(c_2=297541/1728=172.19\) in atomic units. At 0.10 hartree the bounds are 0.0172 and 0.0185 bohr³; the actual omission is \(4.7843-4.7658=0.0185\) bohr³, close to the upper bound. This is 0.4% of \(\alpha\). At 0.20 hartree the formula is already 6% below the calculated 5.942 bohr³. Nearer the pole, or beyond it, solve at the requested frequency.

The coefficients can also be extracted from finite-frequency results. A quartic polynomial in \(t=\omega^2\) through the values at 0, 0.02, 0.04, 0.06 and 0.08 hartree gives \(c_1=26.583332\), against the exact 26.583333, and \(c_2=172.191\), against 172.188.

The small excess in \(c_2\) comes from terms beyond the quartic. Let \(t_1,\ldots,t_4\) be the nonzero values of \(t\). The quartic that agrees with \(t^5\) at all five points is \(t^5-t\prod_j(t-t_j)\). Its \(t^2\) coefficient is the sum of all triple products of the \(t_j\), here \(5.25\times10^{-8}\). The 2p part of \(c_5\) is \(f_1/\Delta_1^{12}=5.4\times10^4\). Their product, 0.0028, accounts for most of the observed 0.0032.

## Solving on a grid

Place points at \(r_j=jh\), with \(u=0\) at the origin and at the box radius. Replace the second derivative by its three-point formula. The equation at point \(j\) becomes

\[
-\frac{u_{j-1}+u_{j+1}}{2h^2}
+\left(\frac1{h^2}+\frac1{r_j^2}-\frac1{r_j}+\frac12\pm\omega\right)u_j=b_j .
\]

Each frequency needs two tridiagonal solves, followed by \(\alpha_h=(h/3)\sum_\pm\sum_jb_ju_{\pm,j}\). Above the first pole the minus matrix has eigenvalues of both signs, so a Cholesky factorization does not apply. Plain elimination can meet a small pivot there, and a solver with pivoting is the safe choice.

Taylor expansion shows that the three-point formula returns \(u''+h^2u''''/12\) to this order. The grid therefore replaces \(A\) by \(A+\delta A\), with \(\delta A=-(h^2/24)\,d^4/dr^4\). To first order, \((B+\delta A)^{-1}=B^{-1}-B^{-1}\delta A\,B^{-1}\) with \(B=A\pm\omega\). Hence

\[
\delta\alpha=\frac{h^2}{72}\sum_\pm\int u_\pm u_\pm''''dr
=\frac{h^2}{72}\sum_\pm\int(u_\pm'')^2dr .
\]

The two integrations by parts leave no boundary terms, because \(u_\pm\) and \(u_\pm'\) vanish at the origin and the functions decay outside. Replacing the integral by a sum adds no \(h^2\) error, because \(bu_\pm\) starts as \(r^4\) and has zero slope at both ends.

At \(\omega=0\) both solutions equal \(x_1\), and

\[
x_1''=(4-2r-4r^2+r^3)e^{-r}.
\]

Squaring and integrating gives

\[
\begin{aligned}
\int(x_1'')^2dr&=16J_0-16J_1-28J_2+24J_3+12J_4-8J_5+J_6\\
&=8-4-7+9+9-15+\frac{45}8=\frac{45}8 .
\end{aligned}
\]

Thus \(\delta\alpha(0)=2(h^2/72)(45/8)=5h^2/32\). For \(h=0.01\) bohr this is \(1.56\times10^{-5}\) bohr³, as found. The coefficient assumes the exact \(u_0\) and \(E_0\) in the grid equation. With a ground state computed on the same grid the static error is about \(3.4h^2\), some 22 times larger.

An \(h^2\) error can be removed with a second spacing. If \(\alpha_h=\alpha+Ch^2\), then \(4\alpha_{h/2}-\alpha_h=3\alpha\). With spacings of 0.02 and 0.01 bohr,

\[
\alpha(0)\approx\frac{4(4.50001563)-4.50006250}{3}=4.500000\ \text{bohr}^3 .
\]

## Locating the pole and working near it

Search for a zero of \(1/\alpha\), not for a large value of \(\alpha\). Near the pole \(1/\alpha\approx(\Delta_1^2-\omega^2)/f_1\), which passes smoothly through zero.

The bracket from 0.35 to 0.40 hartree is safe because \(\alpha\) has no zero in it. Below 3/8 every term of the spectral sum is positive. Between 3/8 and the next pole, the 1s–3p energy \(1/2-1/18=4/9\), every term increases with \(\omega\). Since \(\alpha\) is still negative at 0.40 hartree, it has not crossed zero before that point.

The grid also shifts the pole. First-order perturbation theory gives \(\delta\Delta_1=-(h^2/24)\int(v_1'')^2dr\), where \(v_1''=(2-2r+r^2/4)e^{-r/2}/\sqrt{24}\). Therefore

\[
\begin{aligned}
\int(v_1'')^2dr&=\frac1{24}\int_0^\infty\left(4-8r+5r^2-r^3+\frac{r^4}{16}\right)e^{-r}dr\\
&=\frac{4-8+10-6+3/2}{24}=\frac1{16},
\end{aligned}
\]

and \(\delta\Delta_1=-h^2/384\). The fine-grid pole is 0.37499974 hartree, which agrees with direct diagonalization of the grid Hamiltonian. Extrapolation from the two spacings gives 0.37500000 hartree, or 10.204 eV for this fixed-nucleus model.

This shift sets the grid requirement near resonance. Differentiating the dominant term \(f_1/(\Delta_1^2-\omega^2)\) with respect to \(\Delta_1\) gives

\[
\frac{\delta\alpha}{\alpha}\approx-\frac{2\Delta_1\delta\Delta_1}{\Delta_1^2-\omega^2}
\approx\frac{h^2}{384(\Delta_1-\omega)} .
\]

For a relative error \(\varepsilon\) from this source, choose \(h^2\lesssim384\,\varepsilon\,|\Delta_1-\omega|\). At 0.37 hartree with \(\varepsilon=10^{-3}\), this gives \(h\lesssim0.04\) bohr. The estimate holds when the 2p term dominates and the pole shift is small compared with the detuning \(|\Delta_1-\omega|\). It also relies on the exact \(E_0=-1/2\) and the exact \(u_0\) being inserted in the grid equation, as is done throughout this guide, so that only the 2p level moves. A program that computes the ground state on the same grid has a larger error. With \(u_0''''=(2r-8)e^{-r}\), the shift is \(\delta E_0=-(h^2/24)\int u_0u_0''''dr=-(h^2/24)(4J_2-16J_1)=+h^2/8\). The pole then moves by \(-h^2/384-h^2/8=-49h^2/384\), and the allowed spacing is seven times smaller, about 0.006 bohr in the example. At the grid pole itself the linear system is singular, and no finite undamped response exists.

## How large the box must be

Far from the nucleus, the homogeneous minus equation becomes \(u''=(1-2\omega)u\). Its decaying solution is, apart from a power of \(r\), \(e^{-\kappa r}\) with

\[
\kappa=\sqrt{1-2\omega}.
\]

At \(\omega=3/8\) this gives \(\kappa=1/2\), so the decay length of the response is twice that of the ground-state function \(e^{-r}\). A box that suits the ground state may be too small for the response. The decay length alone does not fix the box. Keeping the Coulomb term gives \(u''\approx(\kappa^2-2/r)u\), so the decay begins only beyond \(r\approx2/\kappa^2\), and the box must lie well outside that radius. This radius is 8 bohr at 3/8 hartree but 83 bohr at 0.488 hartree, where a 60-bohr box gives +3.28 bohr³ instead of −5.19 bohr³. Two boxes that do not reach well beyond this radius can agree by accident: at 0.483 hartree, where it is 59 bohr, boxes of 30 and 60 bohr give −8.74 and −8.75 bohr³, while the converged value is −5.85 bohr³.

With spacing 0.02 bohr, the pole is at 0.37499896 hartree in a 60-bohr box and at 0.37500435 hartree in a 20-bohr box. The smaller box raises the lowest eigenvalue because it minimizes the energy over fewer functions. An 80-bohr box reproduces the 60-bohr result to all ten printed decimals.

In the pole position the box error is positive and the spacing error is negative, so the two can partly cancel. Converge the box at fixed spacing first, then refine the spacing. Repeat the box check at the highest frequency needed, since \(\kappa\) falls as \(\omega\) rises, and also at the frequency closest to a pole. There the pole shift caused by the box is divided by the detuning: the shift of \(5.4\times10^{-6}\) hartree in the 20-bohr box changes \(\alpha\) by about 5% at a detuning of \(10^{-4}\) hartree.

At \(\omega=1/2\), the ionization threshold, \(\kappa\) reaches zero. Above it the tail oscillates, and a wall at the box edge produces standing waves whose energies depend on the box. A larger box does not cure this; the equation then needs an outgoing-wave condition.

## Settings for this calculation

- For a static value, set \(\omega=0\). The relative change at small \(\omega\) is \((c_1/c_0)\omega^2\approx5.9\,\omega^2\), or 0.24% at 0.02 hartree.
- For several low frequencies, use the two-term formula if the upper bound on \(R\) is acceptable. Otherwise solve at each frequency.
- Near 3/8 hartree, keep the pole shifts from both the spacing and the box small compared with the detuning, and locate the pole through \(1/\alpha\).
- Between 3/8 and 1/2 hartree, expect sign changes and further poles. They are part of the undamped response, but a finite box places correctly only those with \(2/\kappa^2\) well inside it. A 60-bohr box has five poles below 1/2 hartree, and the fifth lies at 0.4901 instead of 0.4861 hartree.

The numerical coefficients in these rules belong to hydrogen. For another system, the pole position and both convergence checks must be established anew.

## Calculated quantities

```
Box radius: 60 bohr; spacings: 0.02, 0.01 bohr
Interior points: 2999, 5999
Largest error of static u, fine grid: 1.31e-05 a.u.
alpha(0), coarse grid: 4.50006250 bohr^3
alpha(0), fine grid: 4.50001563 bohr^3
alpha(0), extrapolated: 4.50000000 bohr^3
alpha(0), converted: 0.66683 angstrom^3
alpha(0) error / h^2: 0.156252 bohr (predicted 0.156250)
Frequencies used for interpolation: [0.   0.02 0.04 0.06 0.08] hartree
  alpha(0.00) = 4.50000000 bohr^3
  alpha(0.02) = 4.51066096 bohr^3
  alpha(0.04) = 4.54297895 bohr^3
  alpha(0.06) = 4.59798716 bohr^3
  alpha(0.08) = 4.67750486 bohr^3
Cauchy c0: grid 4.500000, exact 9/2 = 4.500000 a.u.
Cauchy c1: grid 26.583332, exact 319/12 = 26.583333 a.u.
Cauchy c2: grid 172.191268, exact 297541/1728 = 172.188079 a.u.
w (hartree); alpha grid, alpha basis, two-term series (bohr^3)
  0.10; 4.784300, 4.784300, 4.765833
  0.20; 5.941675, 5.941675, 5.563333
  0.30; 10.563889, 10.563889, 6.892500
  0.35; 25.935849, 25.935849, 7.756458
  0.40; -16.822645, -16.822645, 8.753333
alpha(0.10) from time propagation: 4.78437 bohr^3
w=0.30 hartree: minus part 9.243864, plus part 1.320024 bohr^3
w=0.37 hartree: minus part 113.941486, plus part 1.205350 bohr^3
Pole, coarse grid: 0.3749989583 hartree
Pole, fine grid: 0.3749997396 hartree
Lowest l=1 eigenvalue, fine grid: -0.1250002604 hartree
Pole, extrapolated: 0.3750000000 hartree
Pole, converted: 10.20427 eV
Pole error / h^2: -0.0026042 hartree/bohr^2 (predicted -0.0026042)
Pole from sqrt(c30/c31): 0.37500028 hartree
Pole, coarse grid, 20 bohr box: 0.3750043512 hartree
Pole, coarse grid, 80 bohr box: 0.3749989583 hartree
Radial dipole integral 1s-2p: 1.290266 bohr
Oscillator strength from pole: 0.416196 (dimensionless)
Oscillator strength from integral: 0.416197 (dimensionless)
```
